# Surface Green function of a semi-infinite chain: choosing the physical root

## Problem

A contact to a transport channel is modelled by a uniform chain with sites $n=1,2,3,\dots$ at spacing $a$. The chain has one orbital per site and no interaction between electrons. Its Hamiltonian has the elements

$$H_{nn}=\varepsilon_0,\qquad H_{n,n+1}=H_{n+1,n}=-t,$$

with $t$ real and nonzero. Atomic units are used in the algebra, so $\hbar=1$, and stationary states vary in time as $e^{-iE\tau}$. Let $z=E+i\eta$ with $\eta>0$, and $x=z-\varepsilon_0$. The retarded surface Green function is

$$g(z)=\langle 1|(z-H)^{-1}|1\rangle ,$$

and its physical value at a real energy is the limit $\eta\to0^+$.

(a) Derive a quadratic equation for $g$, and find which root is correct when $\eta>0$.

(b) Find $g$ and the surface density of states $\rho=-\mathrm{Im}\,g/\pi$ at real energies, inside and outside the band.

(c) Show how outgoing waves and $\rho\ge0$ are related. Do these two conditions fix the root at every real energy?

(d) Evaluate the result for an effective-mass lead with mass $0.2\,m_e$ and grid spacing 3 angstrom, at 0.2 eV above and 0.2 eV below the band bottom.

## Hints

1. Write the equations for the whole first column of $(z-H)^{-1}$, not for its first element alone.
2. Away from the end, try a geometric sequence. What is the product of its two possible ratios?
3. For $\eta>0$ the column must be square summable. Take the imaginary part of the equation for the ratio.
4. For a square root that stays on one branch, factorize $x^2-4t^2$ before taking the root.
5. For the direction of flow, derive the current on a bond from the time derivative of $|\psi_n|^2$.

## Solution

### (a) The quadratic equation and its root

Let $\psi_n=\langle n|(z-H)^{-1}|1\rangle$, so that $\psi_1=g$. The identity $(z-H)(z-H)^{-1}=1$ gives

$$x\psi_1+t\psi_2=1,\qquad x\psi_n+t(\psi_{n-1}+\psi_{n+1})=0\quad(n>1).$$

The plus signs arise because $-H_{n,n+1}=+t$. Insert $\psi_n=g\lambda^{n-1}$ into the second equation and divide by $tg\lambda^{n-1}$:

$$\lambda+\frac1\lambda=-\frac xt. \tag{1}$$

This is $\lambda^2+(x/t)\lambda+1=0$, so the two ratios have product 1. Neither can have modulus 1 when $\eta>0$: for $\lambda=e^{i\theta}$ the left side of (1) is the real number $2\cos\theta$, while the right side is complex. One ratio therefore lies inside the unit circle and the other outside.

The Hamiltonian is bounded and Hermitian, so $(z-H)^{-1}$ is a bounded operator for $\eta>0$ and its columns are square summable. This removes the growing sequence and leaves $|\lambda|<1$.

The end equation now reads $g(x+t\lambda)=1$. From (1), $x=-t\lambda-t/\lambda$, hence $x+t\lambda=-t/\lambda$ and

$$g=-\frac{\lambda}{t},\qquad \lambda=-tg. \tag{2}$$

Substituting $\lambda=-tg$ into $g(x+t\lambda)=1$ gives

$$t^2g^2-xg+1=0,\qquad\text{or}\qquad g=\frac{1}{x-t^2g}. \tag{3}$$

The second form shows that the end site feels the rest of the chain through the self-energy $\Sigma=t^2g$. The correct root for $\eta>0$ is the one with $|tg|<1$.

The sign of $\mathrm{Im}\,g$ selects the same root. Since $\mathrm{Im}(1/\lambda)=-\mathrm{Im}\,\lambda/|\lambda|^2$, the imaginary part of $x=-t(\lambda+1/\lambda)$ is

$$\eta=t\,\mathrm{Im}\,\lambda\left(\frac1{|\lambda|^2}-1\right). \tag{4}$$

As $\eta>0$, the condition $|\lambda|<1$ holds if and only if $t\,\mathrm{Im}\,\lambda>0$. By (2), $\mathrm{Im}\,g=-t\,\mathrm{Im}\,\lambda/t^2$, so this is the condition $\mathrm{Im}\,g<0$, or $\rho>0$.

### (b) Closed form and real energies

The roots of (3) are $(x\pm s)/(2t^2)$ with $s^2=x^2-4t^2$. Define

$$s=\sqrt{x-2|t|}\,\sqrt{x+2|t|}$$

with principal square roots. For $\eta>0$ both factors are continuous in $x$, and $s$ is never zero. At large $|x|$, $s\approx x$. The root with the minus sign can be rewritten, using $(x-s)(x+s)=4t^2$, as

$$g=\frac{x-s}{2t^2}=\frac{2}{x+s}\;\to\;\frac1x. \tag{5}$$

It has $|tg|<1$ at large $|x|$. Part (a) showed that $|tg|$ cannot equal 1 for $\eta>0$, so by continuity it stays below 1 in the whole upper half plane. Equation (5) is the required root.

The factorization matters. Both factors of $s$ have arguments between 0 and $\pi/2$, so $\mathrm{Im}\,s>0$. The single principal root $\sqrt{x^2-4t^2}$ has an imaginary part with the sign of $\mathrm{Im}\,x^2=2\eta\,\mathrm{Re}\,x$. For $\mathrm{Re}\,x<0$ it equals $-s$, and putting it in place of $s$ in (5) gives the wrong solution.

Now let $\eta\to0^+$, so that $x=E-\varepsilon_0$ is real. A negative number just above the real axis has principal root $+i$ times a positive number.

- For $x>2|t|$ neither factor changes: $s=\sqrt{x^2-4t^2}$.
- For $|x|<2|t|$ the first factor gives $i$: $s=i\sqrt{4t^2-x^2}$.
- For $x<-2|t|$ both factors give $i$, and $i^2=-1$: $s=-\sqrt{x^2-4t^2}$.

Hence

$$g=\frac{x-i\sqrt{4t^2-x^2}}{2t^2},\qquad \rho=\frac{\sqrt{4t^2-x^2}}{2\pi t^2}\qquad(|x|<2|t|), \tag{6}$$

$$g=\frac{x-\mathrm{sgn}(x)\sqrt{x^2-4t^2}}{2t^2},\qquad \rho=0\qquad(|x|>2|t|). \tag{7}$$

At the edges $x=\pm2|t|$ the two roots merge into $g=\pm1/|t|$, and $\rho$ vanishes as the square root of the distance from the edge.

The integral of $\sqrt{4t^2-x^2}$ over the band is the area of a half disc of radius $2|t|$, which is $2\pi t^2$. Thus $\int\rho\,dE=1$, the full weight $\langle1|1\rangle$ of the end orbital. No weight is left for a bound state with amplitude on site 1. A bound state with $\psi_1=0$ is also impossible: the equation at site 1 would give $\psi_2=0$, the next one $\psi_3=0$, and so on. This uniform chain has no surface state.

### (c) Outgoing waves and density of states

Inside the band $|\lambda|=1$. Put $\lambda=e^{i\kappa}$, where $\kappa$ is the phase advance per site. Equation (1) becomes $E=\varepsilon_0-2t\cos\kappa$, and the group velocity is $v=a\,dE/d\kappa=2ta\sin\kappa$. From (2), $\mathrm{Im}\,g=-\sin\kappa/t$. The broadening is therefore

$$\Gamma=-2\,\mathrm{Im}\,\Sigma=-2t^2\,\mathrm{Im}\,g=2t\sin\kappa=\frac va. \tag{8}$$

The root with $\rho>0$ has $v>0$: its wave moves away from the end, into the chain. A small $\eta$ shows the same selection. Changing $E$ to $E+i\eta$ changes $\kappa$ by $i\eta/(dE/d\kappa)=i\eta/\Gamma$ to first order, so $|\lambda|\approx e^{-\eta/\Gamma}$. This decays into the chain if $\Gamma>0$. The expansion requires $\eta$ to be small compared with the distance to the band edges.

The current gives a direct link. For $n>1$, away from the source at site 1, $d\psi_n/d\tau=-i(H\psi)_n$, and so

$$\frac{d|\psi_n|^2}{d\tau}=2\,\mathrm{Im}\,[\psi_n^*(H\psi)_n]=-2t\,\mathrm{Im}(\psi_n^*\psi_{n-1})-2t\,\mathrm{Im}(\psi_n^*\psi_{n+1}).$$

With $J_n=2t\,\mathrm{Im}(\psi_n^*\psi_{n+1})$ the right side is $J_{n-1}-J_n$, because exchanging the two factors changes the sign of the imaginary part. Thus $J_n$ is the current from $n$ to $n+1$. For $\psi_n=g\lambda^{n-1}$ in the band, $|g|^2=1/t^2$ and $\mathrm{Im}\,\lambda=-t\,\mathrm{Im}\,g$, so

$$J_n=2t\,|g|^2\,\mathrm{Im}\,\lambda=-2\,\mathrm{Im}\,g=2\pi\rho. \tag{9}$$

This is the current emitted by a source of unit amplitude at site 1, and it is the same on every bond. Inside the band, outward flow and positive density of states are one condition.

Outside the band they do not fix the root. Both roots are real, both give $\rho=0$, and neither carries current. There the condition $|tg|<1$, inherited from $\eta>0$, selects the decaying wave.

### (d) Numbers for an effective-mass lead

Replacing the second derivative in $-\frac{1}{2m}\frac{d^2}{dX^2}$, with $X$ the position along the lead, by a second difference gives $t=1/(2ma^2)$ and $\varepsilon_0=2t$. The band then starts at $E=0$. The stated mass and spacing give $t=2.1167$ eV and $\varepsilon_0=4.2333$ eV; the upper edge $4t=8.467$ eV is a product of the grid.

At $E=0.2$ eV, $x=-4.0333$ eV and $\sqrt{4t^2-x^2}=1.2858$ eV. Equation (6) gives

$$g=\frac{-4.0333-1.2858\,i}{2(2.1167)^2}=-0.4501-0.1435\,i\ \text{eV}^{-1},$$

or $-12.25-3.905\,i$ per hartree. The rejected root is the complex conjugate. The density of states is $\rho=0.1435/\pi=0.0457$ per eV, or 1.243 per hartree. The phase is $\kappa=0.3086$ rad, and $2\pi\rho=0.2870$ per eV. Direct solution of a long finite chain, extrapolated to $\eta=0$, gives this same value for $\hbar J$ on the first and fifth bonds to four digits.

By (8), $\Gamma=1.286$ eV and $\hbar v=a\Gamma=3.857$ eV angstrom. The continuum value is 3.904 eV angstrom, so the chain is 1.2% slower relative to the continuum. The reason is the bending of the cosine band: with $x=E-2t$, the chain velocity is $a\Gamma=a\sqrt{E(4t-E)}$, whereas the continuum velocity is $\sqrt{2E/m}=a\sqrt{4tE}$. Their ratio is $\sqrt{1-E/4t}$, which is 0.988 here. The velocity $a\Gamma$ has a continuum limit, but $g$, $\rho$ and $\Gamma$ refer to one grid site and depend on the spacing. Since $t\propto1/a^2$, equations (6) and (8) give $\rho\propto a^3$ and $\Gamma\propto1/a$ for $E\ll4t$. At $a=1.5$ angstrom, $\rho=0.00576$ per eV and $\Gamma=2.595$ eV, while the velocity ratio rises to 0.997.

The choice of square root can be seen at the same $E$ with $\eta=0.02$ eV. The direct solution and (5) both give $g=-0.4431-0.1415\,i$ per eV. The single principal root gives $-0.4571+0.1459\,i$ per eV, with a negative density of states.

At $E=-0.2$ eV, $x=-4.4333$ eV. The two real roots are $g=-0.3478$ and $-0.6417$ per eV, with $\lambda=-tg=0.7362$ and $1.358$. The first decays and is accepted. Its amplitude falls by a factor $e$ over $-a/\ln\lambda=9.80$ angstrom, against 9.76 angstrom in the continuum limit of the same model. Both values assume a single parabolic band; in a real lead the decay inside a gap also depends on the band on the other side of the gap.

## Variation 1: reversed hopping

*Let $H_{n,n+1}=+2.1167$ eV, with $\varepsilon_0$ and $E=0.2$ eV unchanged. Which wave is outgoing?*

Now $t=-2.1167$ eV. Equation (6) contains only $t^2$, so $g$, $\rho$ and $\Gamma$ do not change. The ratio $\lambda=-tg$ changes sign, which shifts the phase by $\pi$: $\kappa=0.3086-\pi=-2.833$ rad. The velocity $2ta\sin\kappa$ is still positive, since $t$ and $\sin\kappa$ are both negative. The direct solution again gives an outward current of 0.2870 per eV. The outgoing wave has a negative $\kappa$; its direction is set by the group velocity, not by the sign of the phase.

## Variation 2: a shifted end site

*Let the energy of site 1 alone be $\varepsilon_0+u$, with $u$ real. When does a surface state appear?*

The chain beyond site 1 is still uniform, so its self-energy is $t^2g$. By (3), $x-t^2g=1/g$, and the new surface function is

$$g_u=\frac{1}{x-u-t^2g}=\frac{1}{1/g-u}=\frac{g}{1-ug}.$$

A bound state outside the band requires $g=1/u$. The accepted root has $|g|<1/|t|$ there, so the condition is $|u|>|t|$. Putting $g=1/u$ into $x=1/g+t^2g$ gives its energy,

$$E=\varepsilon_0+u+\frac{t^2}{u}.$$

Its amplitude ratio is $\lambda=-t/u$. Normalization, with $\sum_{n\ge1}\lambda^{2(n-1)}=1/(1-\lambda^2)$, gives a weight $1-t^2/u^2$ on the end site. This weight goes to zero as $|u|\to|t|$, where the state reaches the band edge and ceases to be bound. The rejected root would instead place a false state at $|u|<|t|$, with an amplitude that grows into the chain.

The numerical output below lists the main computed values with further digits.

## Computed values

```
mass ratio m/m_e = 0.2
spacing a = 3.0 angstrom
hopping t = 2.116657 eV
on-site energy = 4.233313 eV
upper band edge = 8.466627 eV
IN BAND: E = 0.2 eV, x = -4.033313 eV
accepted g = -0.450123-0.143499j 1/eV
accepted g = -12.24847-3.90480j 1/hartree
rejected g = -0.450123+0.143499j 1/eV
lambda = 0.952756+0.303738j (dimensionless)
kappa = 0.308613 rad
surface DOS = 0.045677 1/eV
surface DOS = 1.24294 1/hartree
self-energy = -2.016657-0.642909j eV
broadening Gamma = 1.285817 eV
hbar*v, chain = 3.85745 eV angstrom
hbar*v, continuum = 3.90384 eV angstrom
2 pi rho = 0.286998 1/eV
hbar*current, first bond, direct = 0.286998 1/eV
hbar*current, fifth bond, direct = 0.286996 1/eV
kappa for reversed hopping = -2.832979 rad
hbar*current, reversed hopping = 0.286998 1/eV
BELOW BAND: E = -0.2 eV, x = -4.433313 eV
accepted g = -0.347834 1/eV
rejected g = -0.641693 1/eV
accepted lambda = 0.736245 (dimensionless)
rejected lambda = 1.358244 (dimensionless)
amplitude decay length, chain = 9.79776 angstrom
amplitude decay length, continuum = 9.75959 angstrom
BRANCH TEST: E = 0.2 eV, eta = 0.02 eV
g, direct chain = -0.443131-0.141454j 1/eV
g, product of roots = -0.443131-0.141454j 1/eV
g, single square root = -0.457115+0.145918j 1/eV
DAMPING TEST: eta = 0.002 eV
damping per site, direct = 0.0015554 (dimensionless)
eta/Gamma = 0.0015554 (dimensionless)
integrated surface DOS = 1.00000000 (dimensionless)
largest error, complex energy = 4.7e-16 1/eV
largest error, real-axis limit = 7.3e-08 1/eV
```
